# Estimating the screening of the self-energy in helium-like ions

**Question.** In a hydrogen-like ion the self-energy of the 1s electron is of order $\alpha(Z\alpha)^4mc^2$ times a logarithm. A helium-like ion has a second 1s electron, which repels the first and lowers its density at the nucleus. How large is the resulting change of the self-energy, how does it scale with $Z$, and how far can an estimate based on that density be trusted?

**Answer.** The change is negative. For the two electrons together its density part is

$$
\delta E_{\rm dens}=\frac{8c}{3\pi}\,\alpha^2(Z\alpha)^3mc^2\,\ln\frac1{(Z\alpha)^2},\qquad c=-\Big(\frac{19}{16}-\frac34\ln2\Big)\approx-0.668 ,
$$

where $c/Z$ is the relative change of density at the nucleus. The same logarithm also multiplies a smaller term, caused by the charge of the second electron at the position of the first. It replaces $c$ by $c-\frac18$.

These statements hold for $Z\alpha\ll1$, to first order in $1/Z$, with a fixed point nucleus and Coulomb repulsion between the electrons.

### Where the logarithm comes from

Put $\hbar=c_{\rm light}=1$ for the moment. An electron in state $0$ emits a photon of frequency $\omega$ through the coupling $e\,\mathbf A\cdot\mathbf p/m$, passes to a state $n$, and absorbs the photon again. With $e^2=4\pi\alpha$, mode factor $1/2\omega$, and the polarization and angular average $\frac23|\mathbf p|^2$, second-order perturbation theory gives

$$
-\frac{4\pi\alpha}{m^2}\int\frac{4\pi\omega^2d\omega}{(2\pi)^3}\frac1{2\omega}\,\frac23\sum_n\frac{|\mathbf p_{n0}|^2}{\Delta_n+\omega}
=-\frac{2\alpha}{3\pi m^2}\int_0^K\!d\omega\sum_n\frac{\omega\,|\mathbf p_{n0}|^2}{\Delta_n+\omega},
$$

where $\Delta_n=E_n-E_0$. A free electron with the same $\langle p^2\rangle$ has the same expression with $\Delta_n=0$. That part belongs to the observed mass and is subtracted. Since $\omega/(\omega+\Delta_n)-1=-\Delta_n/(\omega+\Delta_n)$, what remains is

$$
E_{\rm SE}=\frac{2\alpha}{3\pi m^2}\sum_n|\mathbf p_{n0}|^2\Delta_n\ln\frac{K}{\Delta_n}\qquad(K\gg\Delta_n).
$$

The integral over $\omega$ gives $\ln(1+K/\Delta_n)$ exactly. The sum over $n$ has no upper limit, so the condition $K\gg\Delta_n$ fails for the highest states; replacing the logarithm by $\ln(K/\Delta_n)$ drops a term of relative order $Z\alpha$, whose size is given with the numbers below.

The photon also carries momentum $\mathbf k$. This changes the intermediate energy by terms of size $\mathbf k\cdot\mathbf p/m$ and $k^2/2m$, both small beside $\omega=k$ as long as $\omega\ll m$. The logarithm therefore keeps its coefficient up to $K\sim m$, although the constant beside it changes when $\omega$ comes near $m$. That the relativistic region above contributes a constant and no further large logarithm is a result of the full Dirac treatment, taken over here without derivation.

Now measure lengths in $1/Z$ bohr and energies in $Z^2$ hartree. Then $\mathbf p\to Z\alpha m\,\mathbf p$ and $\Delta_n=(Z\alpha)^2m\,\varepsilon_n$. With $K=mc^2$ and $L=\ln(Z\alpha)^{-2}$,

$$
E_{\rm SE}=\frac{2\alpha}{3\pi}(Z\alpha)^4mc^2\,(S\,L-T),\qquad
S=\sum_n|\mathbf p_{n0}|^2\varepsilon_n,\quad T=\sum_n|\mathbf p_{n0}|^2\varepsilon_n\ln\varepsilon_n .
$$

The leading-logarithm estimate keeps $SL$ and drops $T$.

### Why the density at the nucleus enters

Let the electron move in a potential $U$, with Hamiltonian $h=\frac12p^2+U$. Expanding the double commutator in the state $0$ gives

$$
\sum_i\langle[p_i,[h,p_i]]\rangle=2\sum_i\langle p_i(h-E_0)p_i\rangle=2S .
$$

On the other hand, $[h,p_i]=[U,p_i]=i\,\partial_iU$, and $[p_i,i\,\partial_iU]=\partial_i^2U$. Therefore

$$
S=\tfrac12\langle\nabla^2U\rangle .
$$

For $U=-1/r$ we have $\nabla^2U=4\pi\delta(\mathbf r)$. The 1s function $\psi=e^{-r}/\sqrt\pi$ has $|\psi(0)|^2=1/\pi$, so $S=2$. The leading logarithm for two unscreened electrons is then

$$
E_0^{\log}=2\cdot\frac{4}{3\pi}\,\alpha(Z\alpha)^4mc^2\,L .
$$

The logarithm sees the sources of the potential. For a bare nucleus the source is a point, and the density there is all that matters.

### What the second electron does to first order

In the scaled units the repulsion is $\lambda/r_{12}$ with $\lambda=1/Z$. The unperturbed spatial state is $\psi(1)\psi(2)$, with the spins in a singlet.

Consider a photon emitted and absorbed by electron 1. The photon coupling leaves electron 2 alone, so at first order in $\lambda$ electron 2 must be in 1s on both sides of the repulsion. Components of the perturbed wave function in which both electrons are excited drop out. If the repulsion acts while the photon is in flight, its matrix elements are again those with electron 2 in 1s before and after. In every case electron 1 feels the average potential $\lambda V$ of the charge density $\rho=e^{-2r}/\pi$:

$$
V(r)=\frac1r\int_0^r4x^2e^{-2x}dx+\int_r^\infty4x\,e^{-2x}dx .
$$

The two integrals are $1-e^{-2r}(2r^2+2r+1)$ and $e^{-2r}(2r+1)$. Dividing the first by $r$ and adding,

$$
V(r)=\frac{1-(1+r)e^{-2r}}r .
$$

At large $r$ this is $1/r$, full shielding by one charge. At small $r$ it is $1-\frac23r^2+\dots$, nearly constant, and a constant potential does not change a wave function. The screening of the nuclear density is therefore much weaker than full shielding would suggest.

### The density change

We need $\delta\psi(0)$. Let $G(r)$ be the reduced Green function with one point at the nucleus:

$$
(h_0-E_0)G=\delta(\mathbf r)-\psi(r)\psi(0),\qquad \int\psi\,G\,d^3r=0,
$$

with $h_0=-\frac12\nabla^2-1/r$ and $E_0=-\frac12$. Then $\delta\psi(0)=-\lambda\int G\,V\psi\,d^3r$.

Write $G=e^{-r}g(r)/\pi$. Away from the origin,

$$
(h_0-E_0)(e^{-r}g)=e^{-r}\Big[-\tfrac12g''+g'-\frac{g'}r\Big]=-e^{-r},
$$

since the terms with $g$ itself cancel. Multiplying by $-2r^2e^{r}e^{-2r}$ turns the left side into a derivative:

$$
(r^2e^{-2r}g')'=2r^2e^{-2r}.
$$

Integrate from $r$ to infinity, where the bracket must vanish for a bound solution:

$$
r^2e^{-2r}g'=-\int_r^\infty2x^2e^{-2x}dx=-e^{-2r}\big(r^2+r+\tfrac12\big).
$$

Hence $g'=-1-1/r-1/(2r^2)$ and

$$
g=\frac1{2r}-\ln r-r+C .
$$

The first term gives $G\to1/(2\pi r)$, which is the singularity required by $\delta(\mathbf r)$. The constant follows from orthogonality, $\int_0^\infty r^2e^{-2r}g\,dr=0$. We use

$$
\int_0^\infty r^ne^{-ar}dr=\frac{n!}{a^{n+1}},\qquad
\int_0^\infty r^n\ln r\,e^{-ar}dr=\frac{n!}{a^{n+1}}(H_n-\gamma-\ln a),
$$

with $H_1=1$, $H_2=\frac32$ and Euler's constant $\gamma$. The condition reads

$$
\frac18-\frac14\Big(\frac32-\gamma-\ln2\Big)-\frac38+\frac C4=0
\quad\Rightarrow\quad C=\frac52-\gamma-\ln2 .
$$

The relative density change is $2\delta\psi(0)/\psi(0)=\lambda c$. The angular integral $4\pi$, the factor $1/\pi$ in $G$ and the factor 2 combine to

$$
c=-8\int_0^\infty r^2e^{-2r}g\,V\,dr .
$$

Split $V$ into its tail $1/r$ and the penetration term $-(1+1/r)e^{-2r}$. The tail gives

$$
-8\Big[\frac14-\frac14(1-\gamma-\ln2)-\frac14+\frac C4\Big]=-8\cdot\frac38=-3 .
$$

This is as it must be: $-1/r+\lambda/r$ is a nucleus of charge $1-\lambda$, whose 1s density is proportional to $(1-\lambda)^3$.

The penetration term gives $8\int(r+r^2)e^{-4r}g\,dr$. Its four pieces, in the order of the terms of $g$, are

$$
\frac5{32},\qquad
-\frac7{64}+\frac3{32}(\gamma+2\ln2),\qquad
-\frac7{128},\qquad
\frac3{32}\Big(\frac52-\gamma-\ln2\Big).
$$

Euler's constant cancels. The sum is $\frac{29}{128}+\frac3{32}\ln2$, and eight times it is $\frac{29}{16}+\frac34\ln2\approx2.332$. Thus

$$
c=-3+\frac{29}{16}+\frac34\ln2=-\Big(\frac{19}{16}-\frac34\ln2\Big)\approx-0.668 .
$$

Penetration takes back more than three quarters of the full shielding. A quicker guess uses the variational charge $Z-\frac5{16}$. Its density is proportional to $(Z-\frac5{16})^3$, which gives $c\approx-\frac{15}{16}=-0.94$. The order of magnitude is right, but the value is 40% too large in size: one effective charge cannot represent a potential that is flat near the nucleus and Coulombic far away.

### The second source of the potential

The full potential is $U=-1/r+\lambda V$, and Poisson's equation gives $\nabla^2V=-4\pi\rho$. Hence

$$
S(\lambda)=2\pi|\psi_\lambda(0)|^2-2\pi\lambda\langle\rho\rangle .
$$

In the second term the unperturbed average suffices:

$$
\langle\rho\rangle=\frac{4\pi}{\pi^2}\int_0^\infty r^2e^{-4r}dr=\frac4\pi\cdot\frac2{64}=\frac1{8\pi}.
$$

Therefore

$$
\frac{S(\lambda)}2=1+\lambda\Big(c-\frac18\Big)+O(\lambda^2).
$$

Two limits show the meaning of the two terms. If the screening charge sat on the nucleus, $V$ would be $1/r$. The density term would be $-3$ and the source term $-1$, together the first-order change of $(1-\lambda)^4$, as expected for a self-energy proportional to the fourth power of the charge. If the charge sat on a distant shell instead, $V$ would be constant over the 1s orbital and the source would lie where the orbital is exponentially small. Both terms would then vanish. The real second electron lies between these cases.

Multiplying the change of $S/2$ by $E_0^{\log}$ with $\lambda=1/Z$, and using $\alpha(Z\alpha)^4/Z=\alpha^2(Z\alpha)^3$, we obtain

$$
\delta E_{\log}=\frac{8c-1}{3\pi}\,\alpha^2(Z\alpha)^3mc^2\,L .
$$

The coefficient is $-0.673$, against $-0.567$ from the density alone. The density change thus supplies 84% of the logarithmic coefficient.

### Numbers for O$^{6+}$

For $Z=8$ we have $Z\alpha=0.0584$ and $L=5.68$. The energy unit is $\alpha^2(Z\alpha)^3mc^2=5.414$ meV. The density estimate is

$$
\delta E_{\rm dens}=-0.5667\times5.414\ {\rm meV}\times5.682=-17.4\ {\rm meV}\quad(-0.0174\ {\rm eV}).
$$

The unscreened leading logarithm for both electrons is 208.9 meV, and $c/Z=-0.0835$ of it reproduces this value. The second source adds $-3.3$ meV, so the whole leading logarithm is $-20.7$ meV.

How good is the bare logarithm? Restoring $T$ to first order in $\lambda$ replaces $L$ by $L-\beta$, with $\beta=T'/S'$ and primes denoting derivatives at $\lambda=0$. Diagonalization in a finite basis gives $\beta\approx2.06$. Then

$$
\delta E\approx-0.6728\times5.414\ {\rm meV}\times(5.682-2.058)=-13.2\ {\rm meV}.
$$

The logarithm is therefore not large enough to stand alone. The density estimate exceeds this last value by about a third in size. It does better than the whole leading logarithm because its two omissions, the second source and $\beta$, have opposite signs.

The value $-13.2$ meV is itself tied to the choice $K=mc^2$. Doubling $K$ would add $-2.5$ meV. Keeping $\ln(1+K/\Delta_n)$ at the same $K$ changes the value to $-14.1$ meV, which the density estimate exceeds by about a quarter. A fair reading is a lowering of some 10 to 20 meV.

The relative effect is steadier than the absolute one. The unscreened self-energy has its own constant, the mean of $\ln\varepsilon$, equal to 2.291. In this approximation it is $208.9\times(5.682-2.291)/5.682\approx125$ meV. Screening lowers it by $13.2/125$, or about 11%, while the leading logarithms alone give $0.793/8$, about 10%. With $\ln(1+K/\Delta_n)$ the ratio is $14.1/135$, again about 10%. The known expansion of the 1s self-energy in $Z\alpha$ gives about 142 meV for two electrons, so 125 meV is itself some 12% low.

### Scaling with the nuclear charge

| $Z$ | Density estimate (meV) | With $\beta$ (meV) |
|---|---:|---:|
| 4 | −2.71 | −2.28 |
| 8 | −17.4 | −13.2 |
| 16 | −105 | −65 |

From $Z=8$ to $Z=16$ the density estimate grows by a factor of 6.0, not 8, because $L$ falls from 5.68 to 4.30. Relative to the value with $\beta$, the density estimate is too large by 19% at $Z=4$ and by 62% at $Z=16$. The last column depends on the step from $\ln(1+K/\Delta_n)$ to $\ln(K/\Delta_n)$: without it the entries are $-2.34$, $-14.1$ and $-78$ meV, and the excess is 16% at $Z=4$ and 34% at $Z=16$.

The estimate is thus squeezed from two sides. A small $Z$ makes the logarithm large but gives more weight to the neglected higher powers of $1/Z$; a large $Z$ does the reverse. The next term in the relative density change is about $+0.18/Z^2$. With the full two-electron density the density estimates become $-2.53$, $-16.9$ and $-104$ meV, smaller in size by 7%, 3% and 2%. The expression with $\beta$ would vanish at $Z\alpha=e^{-\beta/2}\approx0.36$, near $Z=49$. That zero has no physical meaning. It comes from writing $\ln(K/\Delta_n)$ for $\ln(1+K/\Delta_n)$; with the full logarithm the expression stays negative there. At such $Z\alpha$ the condition $Z\alpha\ll1$ has failed in any case, and the electron must be treated with the Dirac equation in the nuclear field.

### What has been checked

The value of $c$ was tested in three ways: by quadrature of the Green-function integral, by diagonalizing the one-electron problem with $\lambda V$, and by first-order perturbation theory in a two-electron basis that contains $r_{12}$. The last gives $-0.6681$. It does not assume the average potential, so it tests the claim that double excitations do not affect the density at this order.

The coefficient $c-\frac18=-0.7926$ was tested by summing over p states. There the relation $\varepsilon_n\langle n|\nabla|0\rangle=-\langle n|\nabla U|0\rangle$ was used to obtain $|\mathbf p_{n0}|^2$ from the force. For hydrogen this gives $S=1.99999$. Using the gradient directly in the same basis gives 2.28 instead of the exact 2, so that form is not used for any result here. The mean logarithm of hydrogen agrees with a separate sum over oscillator strengths. The derivative $T'$, and with it $\beta$, has no such second calculation of its own.

### What the estimate leaves out

The result is not the full radiative shift of the two-electron ion. Vacuum polarization, magnetic and retarded exchange between the electrons, higher powers of $1/Z$ and $Z\alpha$, and the relativistic constant that fixes $K$ are missing.

One omission bears directly on the term $-\frac18$. A photon emitted by one electron may be absorbed by the other. For soft photons, whose wavelength is much longer than the ion, the corresponding sum follows from the double commutator with $\mathbf p_1$ and $\mathbf p_2$:

$$
\Big\langle\nabla_1\!\cdot\!\nabla_2\frac\lambda{r_{12}}\Big\rangle=4\pi\lambda\langle\delta(\mathbf r_{12})\rangle=4\pi\lambda\cdot\frac1{8\pi}=\frac\lambda2 .
$$

The second-source terms of the two electrons add up to $2\times(-2\pi\lambda/8\pi)=-\lambda/2$ in $S$. The two cancel in this frequency range, because the repulsion conserves the total momentum of the electrons. At shorter wavelengths the exchanged photon brings a factor $e^{i\mathbf k\cdot(\mathbf r_1-\mathbf r_2)}$. The force gradient $\partial_{1i}\partial_{2j}(\lambda/r_{12})$ has the Fourier components $4\pi\lambda\,q_iq_j/q^2$. The distribution of $\mathbf r_1-\mathbf r_2$ is smooth on the scale $1/k$, so only $\mathbf q$ close to $\pm\mathbf k$ contributes. A photon has no polarization along $\mathbf k$, so the exchange term vanishes in this limit, and the cancellation is lost. For two 1s electrons it falls as $4/(4+k^2)$ with $k$ in units of $Z\alpha m$. The cancellation therefore holds from $\omega\sim(Z\alpha)^2m$ up to $\omega\sim Z\alpha m$, which is half of the logarithm $L$.

The term $-\frac18$ thus belongs to the screened self-energy as defined here, but in the total shift it is mixed with photon exchange of the same order. The density term is not touched by this cancellation. The values printed in the numerical output below should be read with these limits in mind.

## Table of computed values

```
c, closed form                       -0.667640 (no unit)
c, Green-function quadrature         -0.667640 (no unit)
c, screened one-electron diagonal.   -0.66780 (no unit)
c, correlated two-electron basis     -0.66813 (no unit)
number of two-electron functions     70
1/r tail contribution to c           -3.00000 (no unit)
penetration contribution to c        2.33236 (no unit)
c from variational charge Z-5/16     -0.93750 (no unit)
S, hydrogen, force form              1.99999 (scaled)
S, hydrogen, gradient form (leaky)   2.28216 (scaled)
S'/2, force form                     -0.79263 (scaled)
c - 1/8, closed form                 -0.79264 (scaled)
mean ln eps, hydrogen, basis         2.2910 (no unit)
mean ln eps, oscillator strengths    2.2910 (no unit)
T'/2, finite basis                   -1.6314 (scaled)
beta = T'/S'                         2.058 (no unit)
density-only log coefficient         -0.5667 (no unit)
whole log coefficient                -0.6728 (no unit)
density share of whole coefficient   0.842
alpha                                0.007297353 (no unit)
electron rest energy                 5.109990e+08 meV
example nuclear charge Z             8
Z alpha                              0.058379 (no unit)
ln (Z alpha)^-2                      5.6816 (no unit)
alpha^2 (Z alpha)^3 m c^2            5.4140 meV
unscreened leading log, 2 electrons  208.88 meV
relative density change c/Z          -0.0835 (no unit)
density screening estimate           -17.43 meV
density screening estimate           -0.01743 eV
contact addition                     -3.26 meV
whole leading-log screening          -20.70 meV
with beta and cutoff m c^2           -13.20 meV
change if cutoff is doubled          -2.52 meV
Z | log | density est. meV | whole log meV | with beta meV | last ratio
 4 | 7.068 | -2.711 | -3.218 | -2.281 | 0.709
 8 | 5.682 | -17.432 | -20.696 | -13.199 | 0.638
16 | 4.295 | -105.429 | -125.169 | -65.190 | 0.521
```
